# Steady solute profile along a migrating grain boundary between two faces

A grain boundary moves at 0.10 nm/s through a plate 30 µm thick, taking in solute at both faces. The lattice it leaves behind contains 10000 mol/m³ of solute next to the faces, but 4826 mol/m³ halfway between them. If the same boundary stands still and no solute leaks from it into the lattice on either side, the solute spreads until the boundary is uniform, and no dip remains. Where such leakage is negligible, the dip has to come from the motion, and its depth should follow from a balance between diffusion along the boundary and the solute that the boundary leaves behind.

Let the boundary be a flat layer of thickness $\delta$, perpendicular to the two faces of the plate. The coordinate $y$ runs along the boundary from one face at $y=-h/2$ to the other at $y=+h/2$. The boundary moves in the direction $x$, parallel to the faces, at a uniform speed $v>0$, and nothing varies in the third direction. The lattice ahead has the uniform concentration $c_0$. Behind the boundary a new lattice has grown, with a concentration $c(y)$ that is to be found. All concentrations are amounts of solute per volume.

Inside the boundary the concentration is $c_b$, taken as uniform across the small thickness $\delta$. It is related to the lattice growing from it by a constant segregation factor $s$,

$$c_b = s\,c .$$

This is a dilute-solution assumption: if the boundary begins to saturate, $s$ depends on $c$ and the equation below is no longer linear. In the example the boundary holds 20000 mol/m³ at the faces, which in a typical metal is a sizeable part of its sites. The numbers therefore illustrate the linear model and are not a prediction for a particular alloy. The boundary diffusivity $D_b$ is also taken as constant. Solute and solvent exchange places without a net flow of material along the boundary, so the transport is purely diffusive.

The lattice on both sides is treated as frozen: solute moves within the boundary, and an atom once deposited stays where it is. The condition for this is worked out further on. The speed $v$ is a given quantity. What drives the boundary is a separate question, which the solute balance does not answer.

Consider a piece of boundary of height $dy$ and unit length in the third direction, seen in a frame that moves with it. It holds the amount $\delta c_b\,dy$ of solute. Three processes change this amount.

First, solute diffuses along the boundary. The flux in the direction of increasing $y$ is $J=-D_b\,\partial c_b/\partial y$, and it passes through a cross-section $\delta$. The gain is what enters at $y$ minus what leaves at $y+dy$,

$$\delta\,[J(y)-J(y+dy)] = -\delta\,\frac{\partial J}{\partial y}\,dy = \delta D_b\,\frac{\partial^2 c_b}{\partial y^2}\,dy .$$

Second, the boundary consumes lattice ahead of it. In unit time it takes in the volume $v\,dy$, and with it the solute $v c_0\,dy$. Third, it deposits the same volume of new lattice behind it, of concentration $c=c_b/s$, and so loses $v(c_b/s)\,dy$. Adding the three terms and dividing by $dy$ gives

$$\delta\,\frac{\partial c_b}{\partial t}=\delta D_b\,\frac{\partial^2 c_b}{\partial y^2}-v\left(\frac{c_b}{s}-c_0\right).$$

With $c_b=sc$ this becomes an equation for the lattice composition being deposited,

$$s\delta\,\frac{\partial c}{\partial t}=s\delta D_b\,\frac{\partial^2 c}{\partial y^2}-v\,(c-c_0).$$

The factor $s$ multiplies the storage and diffusion terms, because both concern solute in the boundary. It does not multiply the last term, because that term counts solute in the lattice.

In the steady state the left side vanishes. Let $u=c-c_0$ be the excess over the original composition. Since $c_0$ is uniform, $c''=u''$, where a prime denotes a derivative with respect to $y$, and

$$u''=\frac{u}{L^2},\qquad L=\sqrt{\frac{s\delta D_b}{v}} .$$

The product $s\delta D_b$ has the unit m³/s and $v$ has the unit m/s, so $L$ is a length. Its meaning can be read from the balance. A piece of boundary holds $\delta c_b$ per unit area and deposits $vc_b/s$ per unit area and time. Each solute atom is therefore deposited at the rate $v/(s\delta)$, and its mean stay in the boundary is $s\delta/v$. Since $L^2=D_b\,(s\delta/v)$, $L$ measures how far solute diffuses along the boundary before it is left behind.

The example uses round model parameters: $\delta=0.50$ nm, $s=2$ and $D_b=10^{-11}$ m²/s. These give $s\delta D_b=10^{-20}$ m³/s, and with $v=10^{-10}$ m/s

$$L=\sqrt{\frac{10^{-20}}{10^{-10}}}\ \text{m}=10^{-5}\ \text{m}=10\ \text{µm}.$$

The midplane is 15 µm from either face, farther than $L$ but not many times farther. A marked dip is to be expected, with some of the supplied solute still reaching the middle.

To solve the equation, let the excess be held at $u_1$ on the face $y=-h/2$ and at $u_2$ on the face $y=+h/2$. A convenient pair of solutions is $\sinh[(h/2-y)/L]$ and $\sinh[(h/2+y)/L]$. Differentiating either of them twice returns the same function divided by $L^2$, since the sign of $y$ in the argument enters squared. Each vanishes at one face and not at the other, so they are independent, and the general solution is

$$u=A\sinh\frac{h/2-y}{L}+B\sinh\frac{h/2+y}{L}.$$

At $y=-h/2$ the second term is zero and the first is $A\sinh(h/L)$, which must equal $u_1$. At $y=+h/2$ the first term is zero and $B\sinh(h/L)=u_2$. Therefore

$$u(y)=\frac{u_1\sinh[(h/2-y)/L]+u_2\sinh[(h/2+y)/L]}{\sinh(h/L)} .$$

Now let both faces supply solute at the same lattice concentration $c_s$, so that $u_1=u_2=c_s-c_0$. Write $a=h/(2L)$ and $\eta=y/L$. The addition formulas for the two terms are

$$\sinh(a\mp\eta)=\sinh a\cosh\eta\mp\cosh a\sinh\eta ,$$

and in their sum the parts with $\sinh\eta$ cancel, leaving $2\sinh a\cosh\eta$. The denominator is $\sinh 2a=2\sinh a\cosh a$. The common factor $2\sinh a$ drops out, and

$$c(y)-c_0=(c_s-c_0)\,\frac{\cosh(y/L)}{\cosh a},\qquad a=\frac{h}{2L}.$$

This is the hyperbolic-cosine profile. No other steady profile has the same face values. If there were two, their difference $w$ would obey $w''=w/L^2$ and vanish at both faces. Multiplying by $w$ and integrating by parts over the thickness, where the end terms are zero, gives

$$-\int_{-h/2}^{h/2} w'^2\,dy=\frac{1}{L^2}\int_{-h/2}^{h/2} w^2\,dy .$$

The left side cannot be positive and the right side cannot be negative, so both are zero and $w=0$.

In the example $a=30/(2\times10)=1.5$ and $\cosh a=2.3524$. With $c_0=1000$ mol/m³ and $c_s=10000$ mol/m³ the midplane composition is

$$c(0)=1000+\frac{9000}{2.3524}=4826\ \text{mol/m}^3 ,$$

the value that needed explaining. At 5 µm from the midplane the profile gives 5314 mol/m³, at 10 µm 6904 mol/m³, and at the face 10000 mol/m³. The first 5 µm add 488 mol/m³ and the last 5 µm add 3096 mol/m³. The reason is in the differential equation: the slope starts from zero at the midplane, by symmetry, and grows outward at the rate $u/L^2$. Physically, the boundary near a face has to carry the solute for all the lattice deposited farther in, while at the midplane it carries none.

The formula does not require $c_s>c_0$. If the faces remove solute, $c_s-c_0$ is negative and the same function describes a lattice depleted most strongly at the faces, with a maximum at the midplane. Nor does the shape depend on equilibrium at the faces. If a slow surface reaction holds both faces at some other common steady value, that value takes the place of $c_s$. What the form symmetric about the midplane does need is equality of the two faces.

When they differ, the general solution applies. At the midplane both hyperbolic sines equal $\sinh a$, so

$$u(0)=\frac{(u_1+u_2)\sinh a}{2\sinh a\cosh a}=\frac{u_1+u_2}{2\cosh a} .$$

Lowering one face of the example to 4000 mol/m³ gives $u_1=3000$ mol/m³ and $u_2=9000$ mol/m³, and hence $c(0)=1000+12000/(2\times2.3524)=3551$ mol/m³. This lies below even the weaker face, so the profile still has a minimum inside the plate, but it is no longer symmetric. If instead one face passes no solute at all, the slope there must vanish. The solution is then a hyperbolic cosine centred on that closed face, $u=u_2\cosh[(y+h/2)/L]/\cosh(h/L)$, which is half the symmetric profile of a plate twice as thick.

The total amount of solute taken up follows by integration. The mean of the hyperbolic cosine over the thickness is

$$\frac1h\int_{-h/2}^{h/2}\cosh\frac yL\,dy=\frac{2L}{h}\sinh a=\frac{\sinh a}{a},$$

and division by $\cosh a$ gives the mean composition of the new lattice,

$$\bar c-c_0=(c_s-c_0)\,\frac{\tanh a}{a}.$$

With $\tanh a=0.9051$ the example has $\bar c=1000+9000\times0.9051/1.5=6431$ mol/m³.

The same amount must enter through the faces. At $y=+h/2$ the inward direction is that of decreasing $y$, so the inward flow per unit length of boundary is $+\delta D_b\,\partial c_b/\partial y=s\delta D_b\,u'$. The slope of the profile there is $(c_s-c_0)\tanh a/L$, and $s\delta D_b=vL^2$ by the definition of $L$. The two faces together supply

$$\Phi=2vL\,(c_s-c_0)\tanh a .$$

Replacing $2L$ by $h/a$ turns this into $vh(\bar c-c_0)$, the rate at which excess solute is built into the lattice. Numerically, $\Phi=2\times10^{-10}\times10^{-5}\times9000\times0.9051=1.63\times10^{-11}$ mol/(m s).

The single parameter $a$ compares half the thickness with the diffusion distance. When $a$ is small, solute crosses the plate long before it is deposited. Expanding $1/\cosh a=1-a^2/2+\dots$ shows that the midplane excess falls short of the face excess by the fraction $a^2/2$ to leading order. At $a=0.1$ the full expression gives a deficit of 0.00498, against the estimate 0.00500. The lattice is then almost uniformly alloyed, and the supply $\Phi\approx vh(c_s-c_0)$ is proportional to the speed.

When $a$ is large, consider a point at depth $d$ below the face $y=+h/2$. Writing the hyperbolic cosines as exponentials and taking out the largest term of each gives

$$\frac{\cosh(a-d/L)}{\cosh a}=e^{-d/L}\,\frac{1+e^{-2(a-d/L)}}{1+e^{-2a}} .$$

The last fraction is close to one as long as the point is several $L$ from the midplane. Each face then feeds its own exponential profile. At $a=8$ and $d=L$ the ratio is 0.367880, while the single exponential gives 0.367879. In this regime $\tanh a\approx1$ and $\Phi\approx2(c_s-c_0)\sqrt{s\delta D_b v}$. A faster boundary still takes up more solute per unit time, but only as the square root of its speed, and it puts that solute into a thinner layer near each face.

At $v=0$ the equation reduces to $u''=0$, whose solution with equal faces is constant. No lattice is being deposited then, and $c$ stands for $c_b/s$. Within this model the dip is thus entirely an effect of migration.

The steady state has to be reached before it can be observed. Let $w(y,t)$ now be the deviation of $c$ from the steady profile. Subtracting the steady equation from the time-dependent one and dividing by $s\delta$ leaves

$$\frac{\partial w}{\partial t}=D_b\,\frac{\partial^2 w}{\partial y^2}-\frac{v}{s\delta}\,w,\qquad w(\pm h/2,t)=0 .$$

The slowest mode has no zero between the faces. It is $\cos(\pi y/h)$, whose second derivative is $-\pi^2/h^2$ times itself, so it decays as $e^{-\lambda t}$ with

$$\lambda=\frac{v}{s\delta}+\frac{\pi^2D_b}{h^2}.$$

Both deposition and diffusion help to erase a deviation. In the example the two parts are 0.1000 s⁻¹ and 0.1097 s⁻¹, so $\lambda=0.2097$ s⁻¹ and the relaxation time is 4.8 s. Because $\lambda>v/(s\delta)$, the boundary moves less than $s\delta$ during one relaxation time. Here it moves 0.48 nm, while $s\delta$ is 1.0 nm. Such a distance is comparable with the thickness of the boundary itself, and a continuous picture of deposition is coarse on that scale. The safe reading is that the starting transient is confined to a distance of a few times $s\delta$, provided that the lattice is frozen and that $v$ and the face compositions are steady from the start. In the example this is a few nanometres. A strongly segregating solute with the same product $s\delta D_b$ leaves the same steady profile, but its transient is longer in proportion to $s$.

The approach can be followed numerically. The boundary is divided into 61 cells, all starting at the boundary concentration $sc_0$. In steps of 0.005 s each cell exchanges solute with its neighbours, takes up lattice of composition $c_0$ and deposits lattice of composition $c_b/s$. After 80 s the midplane composition is 4825 mol/m³, and the largest departure from the hyperbolic cosine over all cells is $2.9\times10^{-4}$ of $c_s-c_0$. The midplane deviation between 10 s and 20 s decays at 0.2097 s⁻¹.

With $v=0$ the same calculation brings the midplane excess to 0.9998 of the face excess after 80 s. The missing part is the unfinished transient. A uniform initial deviation contains the slowest mode with amplitude $4/\pi$, and at the purely diffusive rate of 0.1097 s⁻¹ there remains $(4/\pi)\,e^{-0.1097\times80}\approx2\times10^{-4}$.

The profile can also be used in reverse. Let $R=(c(0)-c_0)/(c_s-c_0)$ be the midplane excess relative to the face excess. Then $R=1/\cosh a$, so $a=\operatorname{arccosh}(1/R)$ and $L=h/(2a)$. Inserting this in $s\delta D_b=vL^2$ gives

$$s\delta D_b=\frac{v\,h^2}{4\,[\operatorname{arccosh}(1/R)]^2}.$$

The ratio $R=0.4250$ from the cell calculation returns $1.00\times10^{-20}$ m³/s, the value put in. A composition profile and a speed determine the product $s\delta D_b$ but not its three factors, because the steady equation contains them in no other combination. The speed must be known separately, since the profile alone gives $L$. It has to be the speed at which the boundary moved while it deposited the profile. If the boundary alternates between runs and rests that are both much longer than the relaxation time, its mean speed is lower than this and gives too small a product. The method is poor for thin plates. There $a^2\approx2(1-R)$, so that $s\delta D_b\approx vh^2/[8(1-R)]$, and a small error in $R$ is a large fraction of $1-R$. The midplane ratio is also a poor measure for thick plates, where $R\approx2e^{-a}$ is itself small. An error of 0.005 in $R$ changes the product by about 2% at $a=1.5$ and by about 15% at $a=5$. In a thick plate $L$ is better read from the exponential decay near the faces.

It remains to examine the frozen lattice. Let the lattice diffusivity be $D_v$ and let $\xi$ be the distance ahead of the boundary. In the moving frame the lattice drifts towards the boundary at speed $v$, and a steady excess ahead that varies mainly with $\xi$ obeys

$$D_v\,\frac{d^2u}{d\xi^2}+v\,\frac{du}{d\xi}=0 .$$

The solution that vanishes far ahead is proportional to $e^{-v\xi/D_v}$, so the solute penetrates a distance $D_v/v$. If this is much smaller than $\delta$, the lattice can be given the composition $c_0$ right up to the boundary. For $D_v=10^{-22}$ m²/s the distance is 0.001 nm. A length so far below the atomic spacing is no real layer; it says that the boundary arrives before solute has had time to jump ahead of it. This $D_v$ is a model value. In a close-packed metal hot enough for $D_b=10^{-11}$ m²/s, $D_v$ can be larger by several orders of magnitude, and $D_v/v$ may then exceed $\delta$. For a real material both diffusivities must be taken at the same temperature before the lattice is called frozen. The steady profile needs less than a strictly frozen lattice. For the decaying solution $D_v\,du/d\xi+vu=0$, so the excess that diffuses ahead is swept back at the same rate, and the net uptake remains $vc_0$. If no solute enters the lattice ahead through the faces, the hyperbolic cosine therefore survives as long as $D_v/v$ is much smaller than $L$. The layer ahead must first be filled, however, which lengthens the starting transient.

Behind the boundary there is more time. The deposited profile changes by diffusion in the lattice according to $\partial u/\partial t=D_v u''$, if the variation along $x$ is neglected, as it can be well away from the line where the boundary started. But $u''=u/L^2$ for this profile, so away from the faces

$$\frac{\partial u}{\partial t}=\frac{D_v}{L^2}\,u .$$

The excess initially grows in proportion to itself, by the factor $e^{D_vt/L^2}$, until the influence of the faces, which stay at $c_s$, has diffused inward. The dip slowly fills. A finite-difference solution of the lattice diffusion equation with fixed faces, run until $D_vt/L^2=0.0100$, raises the midplane excess by the fraction 0.01005, in agreement with $e^{0.01}-1$. The stored profile is thus a faithful record as long as $D_vt$ is much smaller than both $L^2$ and $h^2$. The second condition is the stricter one in a thin plate, where the dip is only the fraction $a^2/2=h^2/(8L^2)$ of the excess. A growth by $D_vt/L^2$ then fills the fraction $8D_vt/h^2$ of the dip, which is 8% already at $D_vt=0.01\,h^2$. In $10^5$ s the boundary of the example sweeps 10 µm, and $D_vt/L^2$ is $10^{-7}$, so smearing is negligible away from the faces and from the starting line. Both $D_v$ and $L$ depend on temperature, so this condition has to be examined anew for each temperature.

The assumption of a flat boundary is of a different kind, since no small diffusivity secures it. Suppose that the boundary is curved but moves without change of shape at speed $V$ along $x$, and that its normal makes the angle $\theta$ with $x$. A piece of arc length $d\sigma$ then sweeps the area $V\cos\theta\,d\sigma$ per unit time. Suppose also that $s\delta$ is much smaller than both $L$ and the radius of curvature, that the excess $c-c_0$ is not a very small part of $c$, and that no piece of the boundary runs nearly parallel to $x$. Then the drift of solute along the boundary relative to the moving shape can be neglected, and the same balance gives

$$s\delta D_b\,\frac{d^2c}{d\sigma^2}=V\cos\theta\,(c-c_0).$$

If $\theta$ varies along the boundary, the coefficient is no longer constant and the profile is not a hyperbolic cosine. Such bending is a real possibility when the driving force depends on the local composition, which in the example differs by a factor of two between face and midplane. The hyperbolic cosine with the length $L$ given here holds to the extent that the observed boundary is straight, perpendicular to the faces, and moves at one speed over the whole thickness. A straight boundary that is tilted to the faces still leaves very nearly a hyperbolic cosine, but with a shorter decay length across the plate.
